# FCIQMC as Stochastic Projection and the Origin of the Population Plateau

## Result

Let \(H\) be a real symmetric Hamiltonian matrix on \(M\) determinants, with lowest eigenvalue \(E_0\) and normalised eigenvector \(c^0\). Its companion matrix is \(\tilde H_{ii}=H_{ii}\), \(\tilde H_{ij}=-|H_{ij}|\), with lowest eigenvalue \(\tilde E_0\) and eigenvector \(v\). Full configuration interaction quantum Monte Carlo (FCIQMC) evolves signed integer populations \(c_i\) with time step \(\delta\) and shift \(S\). For constant \(S\), with \(r_i\ge0\) walkers annihilated on \(i\) in a step,
\[
\mathbb E[c'|c]=[1-\delta(H-S)]c,\qquad \mathbb E[Q'|c]=[1+\delta(S-\tilde E_0)]Q-\mathbb E[v\cdot r|c],\qquad Q=\sum_i v_i|c_i| .
\]
The signed vector is projected with \(H\), while the weighted walker number \(Q\) is fed at the rate \(S-\tilde E_0\). One has \(\tilde E_0\le E_0\), with equality if and only if the signs of \(H\) can be removed by changing signs of determinants. Let \(\tilde E_0<E_0\), with \(S\) between the two or only slightly above \(E_0\). If \(S-\tilde E_0\) is large against the annihilation loss at low density, a dilute population grows faster than its ground-state component. A plateau is the balance in which annihilation removes the fraction \(S-\tilde E_0\) of \(Q\) per unit time. For \(S\) well above \(E_0\) this balance need not be reached, because a population proportional to \(c^0\) loses only the fraction \(E_0-\tilde E_0\). Its height needs an approximation; in a random-sign mean field, defined for \(S<\min_iH_{ii}\), it is nonzero if and only if \(S>\tilde E_0\). The loss rate needed for balance tends to \(E_0-\tilde E_0\) as \(S\to E_0\); the height depends also on \(H_{ii}-S\) and on the couplings.

## Conventions

Energies are in hartree (Ha), imaginary time \(\tau\) in Ha\(^{-1}\). Define \(d_i=H_{ii}-S\), \(W_{ij}=|H_{ij}|\) for \(i\ne j\), \(W_{ii}=0\), \(R_j=\sum_iW_{ij}\), \(N=\sum_i|c_i|\), \(x_+=\max(x,0)\), \(\operatorname{sgn}0=0\). The vector \(|c|\) has components \(|c_i|\). The graph of nonzero \(H_{ij}\) is assumed connected; otherwise everything holds block by block. The step obeys \(\delta|d_i|\le1\).

## The rules and the projection

Determinant \(j\) holds \(|c_j|\) walkers of sign \(\operatorname{sgn}c_j\). One step has three parts.

*Spawning.* Each walker on \(j\) picks \(i\ne j\) with probability \(p(i|j)\), positive wherever \(H_{ij}\neq0\), and creates a random integer number of children on \(i\) with mean \(\delta|H_{ij}|/p(i|j)\) and sign \(-\operatorname{sgn}(H_{ij})\operatorname{sgn}(c_j)\). The mean signed change of \(c_i\) caused by site \(j\) is
\[
|c_j|\,p(i|j)\,\frac{\delta|H_{ij}|}{p(i|j)}\,[-\operatorname{sgn}(H_{ij})\operatorname{sgn}(c_j)]=-\delta H_{ij}c_j .
\]
The generation probability cancels.

*Death and cloning.* With probability \(\delta|d_j|\) each parent is removed if \(d_j>0\) and duplicated if \(d_j<0\). The mean change of \(c_j\) is \(-\delta d_jc_j\) in both cases.

*Annihilation.* Pairs of opposite sign on one determinant are removed, which leaves the signed sum \(c_i\) unchanged.

Adding the contributions,
\[
\mathbb E[c'_i|c]=c_i-\delta d_ic_i-\delta\sum_{j\ne i}H_{ij}c_j=\big([1-\delta(H-S)]c\big)_i .\tag{1}
\]
The right side is linear in \(c\) with a fixed matrix, so averaging over \(c\) and iterating gives, in eigenpairs \((E_k,c^k)\) of \(H\),
\[
\mathbb E\,c(n)=\sum_k[1-\delta(E_k-S)]^n\,(c^k\!\cdot c(0))\,c^k .
\]
If \(E_0\) is nondegenerate, \(c^0\cdot c(0)\ne0\) and \(|1-\delta(E_{\max}-S)|<1-\delta(E_0-S)\), the ground state dominates. For \(\delta\to0\), \(n\delta=\tau\), the factors become \(e^{-(E_k-S)\tau}\). If \(S\) is adjusted from the population, \(\mathbb E[Sc]\neq\mathbb E[S]\,\mathbb E[c]\) in general and the iteration fails; \(S\) is constant below.

## Without annihilation

Keep separate counts \(n^\pm_i\). A link with \(H_{ij}<0\) passes on the parent's sign, and a link with \(H_{ij}>0\) reverses it:
\[
\mathbb E[n_i^{\pm\prime}]=(1-\delta d_i)n_i^\pm+\delta\sum_{j\ne i}\big[(-H_{ij})_+n_j^\pm+(H_{ij})_+n_j^\mp\big].
\]
Since \((-x)_+-x_+=-x\), the difference \(n^+-n^-\) obeys (1). Since \((-x)_++x_+=|x|\), the sum obeys
\[
\mathbb E[(n^++n^-)']=[1-\delta(\tilde H-S)](n^++n^-).\tag{2}
\]
For \(\delta\to0\) and long times the mean signal scales as \(e^{(S-E_0)\tau}\), the mean population as \(e^{(S-\tilde E_0)\tau}\), and their ratio as \(e^{-(E_0-\tilde E_0)\tau}\), whatever \(S\) is.

## The companion lies lower

First, \(v\) is unique and positive. For any real \(u\), \(-W_{ij}|u_i||u_j|\le-W_{ij}u_iu_j\), so \(|u|^T\tilde H|u|\le u^T\tilde Hu\). If \(u\) is a lowest eigenvector, \(|u|\) also minimises the Rayleigh quotient and is an eigenvector too. Suppose \(u_i=0\). Row \(i\) of the eigenvalue equation for \(|u|\) reads \(\sum_jW_{ij}|u_j|=0\), so \(u\) vanishes on all neighbours of \(i\) and, by connectedness, everywhere. Lowest eigenvectors therefore have no zeros. Two independent ones could be combined to produce a zero, so \(\tilde E_0\) is nondegenerate, and \(v=|u|>0\), normalised to \(v\cdot v=1\). Its equation is
\[
(Wv)_i=(H_{ii}-\tilde E_0)v_i.\tag{3}
\]

Next, \(H_{ij}c^0_ic^0_j\ge-|H_{ij}||c^0_i||c^0_j|\) term by term, and the variational principle for \(\tilde H\) gives
\[
E_0=c^{0T}Hc^0\ \ge\ |c^0|^T\tilde H|c^0|\ \ge\ \tilde E_0 .\tag{4}
\]
Equality in the second step forces \(|c^0|=v\), which has no zeros. Equality in the first forces every term to be equal; dividing by \(|c_i^0||c_j^0|\) gives \(D_iH_{ij}D_j=-|H_{ij}|\) with \(D_i=\operatorname{sgn}c_i^0\), that is \(H=D\tilde HD\). Conversely, \(H=D\tilde HD\) with \(D^2=1\) is a similarity transformation and the spectra agree. So \(E_0=\tilde E_0\) if and only if such a sign gauge exists. Three states with zero diagonal and all couplings \(+t\) have none: the product \(D_1D_2\cdot D_2D_3\cdot D_3D_1=+1\) cannot equal \((-1)^3\). Their spectrum is \(2t,-t,-t\) and the companion's is \(-2t,t,t\), so \(E_0=-t\) and \(\tilde E_0=-2t\).

With a gauge, \(\operatorname{sgn}H_{ij}=-D_iD_j\). If every walker on \(j\) has sign \(sD_j\) with one global \(s=\pm1\), as in a start on one determinant, a child on \(i\) has sign \(D_iD_j\cdot sD_j=sD_i\). The pattern is preserved, nothing is annihilated, and \(\mathbb E\,Q\) grows at the rate \(S-E_0\) from the first step. There is no plateau.

## Balance with annihilation

Let \(g_i\) be the number of walkers on \(i\) just before annihilation, survivors plus children, so that \(|c_i'|=g_i-r_i\) with \(r_i\ge0\). Equation (2) gives \(\mathbb E[g|c]=[1-\delta(\tilde H-S)]|c|\). Multiplying by \(v^T\) and using \(v^T\tilde H=\tilde E_0v^T\),
\[
\mathbb E[Q'|c]=[1+\delta(S-\tilde E_0)]Q-\mathbb E[v\cdot r|c].\tag{5}
\]

The loss takes a closed form as \(\delta\to0\), where at most one event occurs per step, provided an attempt creates either no child or one child once the mean number is below 1. The process then has jumps \(c_i\to c_i+\sigma\), \(\sigma=-\operatorname{sgn}(H_{ij}c_j)\), at rate \(|H_{ij}c_j|\), and \(c_i\to c_i-\operatorname{sgn}(d_ic_i)\) at rate \(|d_ic_i|\). The generator \(Lf(c)=\sum\text{rate}\times(\text{change of }f)\) gives \(d\,\mathbb Ef/d\tau=\mathbb E\,Lf\). A death or clone changes \(|c_i|\) by \(-\operatorname{sgn}d_i\), contributing \(-d_i|c_i|\). A child changes \(|c_i|\) by \(+1\) if the site is empty or of the same sign, and by \(-1=1-2\) if \(\sigma\operatorname{sgn}c_i=-1\), which means \(\operatorname{sgn}(c_i)H_{ij}c_j>0\). Rate times the indicator of that condition is \((\operatorname{sgn}(c_i)H_{ij}c_j)_+\). Hence
\[
L|c_i|=-[(\tilde H-S)|c|]_i-2\sum_{j\ne i}(\operatorname{sgn}(c_i)H_{ij}c_j)_+ ,\tag{6}
\]
\[
LQ=(S-\tilde E_0)Q-2A,\qquad A[c]=\sum_{i\ne j}v_i(\operatorname{sgn}(c_i)H_{ij}c_j)_+\ge0 .\tag{7}
\]
The factor 2 counts the child and the resident it removes. Three consequences follow without approximation.

*Extinction for \(S<\tilde E_0\).* By (7), \(\mathbb E\,Q(\tau)\le Q(0)e^{-(\tilde E_0-S)\tau}\). With \(N\le Q/\min_iv_i\) and \(\text{Prob}(N\ge1)\le\mathbb EN\), the survival probability tends to zero.

*Steady population.* If \(\mathbb EQ\) is steady, \(2\langle A\rangle=(S-\tilde E_0)\langle Q\rangle\). The state \(c=0\) is absorbing. If the distribution is stationary among surviving runs and these die out at rate \(\kappa\), the unconditioned \(\mathbb EQ\) decays as \(e^{-\kappa\tau}\), and (7) gives \(2\langle A\rangle=(S-\tilde E_0+\kappa)\langle Q\rangle\) for averages over survivors; the steady balance is the case \(\kappa\ll S-\tilde E_0\).

*Coherent limit.* Let \(D_i=\operatorname{sgn}c_i^0\), assuming no zero components. Then \(DHD|c^0|=DHc^0=E_0|c^0|\). Each off-diagonal element \(x\) of \(DHD\) satisfies \(x=-|x|+2x_+\), so \(DHD=\tilde H+2(DHD)_+\), the last term being off-diagonal. Multiply on the left by \(v^T\) and use \((D_iH_{ij}D_j)_+|c_j^0|=(D_iH_{ij}c_j^0)_+\):
\[
E_0Q[c^0]=\tilde E_0Q[c^0]+2A[c^0]\quad\Rightarrow\quad E_0-\tilde E_0=\frac{2A[c^0]}{Q[c^0]}.\tag{8}
\]
Inserted in (7), a population proportional to \(c^0\) grows at \(S-\tilde E_0-(E_0-\tilde E_0)=S-E_0\). To represent the ground state, annihilation must supply the loss rate \(E_0-\tilde E_0\). A term of \(A\) is nonzero only if both \(i\) and \(j\) are occupied, while the spawning term in (6) needs no resident on the target. Suppose that for every occupied \(j\) the occupied neighbours carry at most a fraction \(\phi\) of \(\sum_iW_{ij}v_i\), which equals \((H_{jj}-\tilde E_0)v_j\) by (3). Then \(A\le\phi\sum_j(H_{jj}-\tilde E_0)v_j|c_j|\), so \(2A/Q\le2\phi\max_j(H_{jj}-\tilde E_0)\), and \(Q\) grows at nearly the rate \(S-\tilde E_0\) when this bound is small against \(S-\tilde E_0\). The loss need not vanish at low density, because descendants of one walker can meet with opposite signs around a cycle such as the triangle above; \(S-\tilde E_0\) is an upper bound on the growth rate of \(\mathbb EQ\).

## The signal

Let \(y=c^0\cdot c\) and \(\gamma=S-E_0\). Equation (1) gives \(Ly=\gamma y\). A jump \(\pm1\) on site \(i\) changes \(y^2\) by \(2y(\pm c_i^0)+(c_i^0)^2\). The first parts sum to \(2y\,Ly\), and the second is weighted by the total jump rate on \(i\):
\[
Ly^2=2\gamma y^2+\sigma^2,\qquad\sigma^2=\sum_i(c^0_i)^2\big[(W|c|)_i+|d_i||c_i|\big].\tag{9}
\]
If \(\mathbb E\sigma^2\) is constant, as on a plateau,
\[
\mathbb Ey^2(\tau)=y(0)^2e^{2\gamma\tau}+\mathbb E\sigma^2\,\frac{e^{2\gamma\tau}-1}{2\gamma}.
\]

For \(S<E_0\) and constant \(\mathbb E\sigma^2\), the mean square signal \(\mathbb Ey^2\) saturates at \(\mathbb E\sigma^2/2|\gamma|\); the mean population is bounded without that assumption. The same argument applied to \(\|c\|^2=\sum_ic_i^2\) gives \(L\|c\|^2=-2c^T(H-S)c+\sum_j(R_j+|d_j|)|c_j|\). Use \(c^T(H-S)c\ge|\gamma|\,\|c\|^2\), \(K=\max_j(R_j+|d_j|)\), \(N\le\sqrt M\|c\|\) and \(\mathbb E\|c\|\le\sqrt u\) with \(u=\mathbb E\|c\|^2\): then \(\dot u\le-2|\gamma|u+K\sqrt{Mu}\), negative once \(\sqrt u>K\sqrt M/2|\gamma|\). In the window \(\tilde E_0<S<E_0\), \(\mathbb EN\) is thus capped and \(\mathbb Ec\to0\), while a dilute population is driven up wherever \(S-\tilde E_0\) exceeds its loss rate \(2A/Q\); close to \(\tilde E_0\) this is not guaranteed. What lives in the window is walkers whose signs average to zero, and by (4) the window is empty when \(H\) has a sign gauge.

For \(S>E_0\) with \(\gamma\ll S-\tilde E_0\) and a small initial signal, \(N\) can approach a balance population \(N_c\) while \(y\) is still too small to matter. Every eigenvector with \(E_k<S\) grows in the mean, and several of them together can blur the stall or end it early. When \(c^0\) dominates this growth, its component \(yc^0\) amounts to \(|y|\sum_i|c_i^0|\) walkers, which gives the order-of-magnitude estimate that the stall ends near \(|y|\approx y^*=N_c/\sum_i|c_i^0|\), after a time of about \(\gamma^{-1}\ln(y^*/|y(0)|)\) if the first term of \(\mathbb Ey^2\) dominates. Afterwards the growth rate of \(N\) rises gradually towards \(\gamma\), the value that (8) gives once the component \(yc^0\) holds nearly all walkers. In the H\(_8\) run below, the rate is still \(\ln(8378/4989)/10=0.052\) Ha between \(\tau=30\) and 40 Ha\(^{-1}\), and it is 0.099 Ha at the end, against \(\gamma=0.1\) Ha.

## Plateau height in a random-sign mean field

Assume all \(d_i>0\), so \(S<\min_iH_{ii}\). The closure has two assumptions: children reach site \(i\) at the mean rate \(a_i=(Wp)_i\), \(p_i=\mathbb E|c_i|\), independent of \(c_i\); and each child has either sign with probability \(\tfrac12\). Each site is then a chain with jumps \(\pm1\) at rate \(a/2\) each and a jump toward zero at rate \(d|c|\).

On a line of states the stationary flux across each bond vanishes. For \(n\ge0\), \(\pi(n)\,a/2=\pi(n+1)[a/2+d(n+1)]\). With \(x=a/2d\) and \(\pi(-n)=\pi(n)\),
\[
\pi(n)=\pi_0\prod_{k=1}^n\frac{x}{x+k},\qquad\frac1{\pi_0}=2\Phi-1,\qquad\Phi=\sum_{n\ge0}\frac{x^n}{(x+1)\cdots(x+n)} .
\]
For the closed form take \(\gamma_L(s,x)=\int_0^xt^{s-1}e^{-t}dt\). Integration by parts gives \(\gamma_L(s,x)=x^se^{-x}/s+\gamma_L(s+1,x)/s\). Iterating, with a remainder bounded by \(x^{s+n+1}/[s\cdots(s+n)(s+n+1)]\to0\), gives \(\gamma_L(s,x)=x^se^{-x}\sum_nx^n/[s(s+1)\cdots(s+n)]\). Setting \(s=x\) and \(P(x,x)=\gamma_L(x,x)/\Gamma(x)\),
\[
\Phi=\Gamma(x+1)\,e^xx^{-x}P(x,x).
\]
In \(L|c|\), half of the arrivals on an occupied site annihilate, so with occupancy \(f=1-\pi_0\) stationarity reads \(0=-dp+a-2(a/2)f\), or
\[
d_ip_i=a_i\,\pi_0(x_i),\qquad a=Wp,\qquad x_i=a_i/2d_i .\tag{10}
\]
Equivalently \(p_i=G(x_i)\) with \(G(x)=2x\pi_0(x)=\mathbb E|c|\).

*Necessity of \(S>\tilde E_0\).* Write (10) as \([(\tilde H-S)p]_i=-f_ia_i\) and multiply by \(v^T\):
\[
(S-\tilde E_0)\,v\cdot p=\sum_iv_if_ia_i .\tag{11}
\]
If some \(p_i>0\), then \(a_i>0\) and \(f_i>0\), the right side is positive, and so \(S>\tilde E_0\).

*Sufficiency.* Let \(F(p)_i=G((Wp)_i/2d_i)\). The weights of \(m=|c|\) are \(w_0=1\), \(w_m=2\prod_{k\le m}x/(x+k)\), with \(h_m=\partial_x\ln w_m=\sum_{k\le m}[1/x-1/(x+k)]\) increasing in \(m\). Differentiating \(G=\sum mw_m/\sum w_m\) gives \(G'=\operatorname{Cov}(m,h_m)=\tfrac12\mathbb E[(m-m')(h_m-h_{m'})]\ge0\) for independent copies \(m,m'\). So \(F\) is monotone. By (3), \(F(\epsilon v)_i=\epsilon v_i\pi_0\,(H_{ii}-\tilde E_0)/(H_{ii}-S)\), which exceeds \(\epsilon v_i\) for small \(\epsilon\) because \(\pi_0\to1\) and \(S>\tilde E_0\). For an upper barrier, \(Lc^2=a+d|c|(1-2|c|)\) gives \(\mathbb Ec^2=x+G/2\); with \(G^2\le\mathbb Ec^2\) this yields \(G\le\tfrac14+\sqrt{x+1/16}\le\tfrac12+\sqrt x\). A constant vector \(p_i=B\) then has \(F_i\le\tfrac12+\sqrt{R_iB/2d_i}\le B\) for large \(B\). Iterating \(F\) from \(\epsilon v\) gives an increasing sequence bounded by \(B\), whose limit solves (10) by continuity.

*Near threshold.* For small \(x\), \(\Phi=1+x+O(x^2)\), \(\pi_0=1-2x+O(x^2)\), \(p=2x+O(x^2)\), so \(f=p+O(p^2)\). In \((\tilde H-\tilde E_0)p=(S-\tilde E_0)p-fa\) the right side is of second order, and \(\tilde H-\tilde E_0\) is invertible on vectors orthogonal to \(v\), so \(p=\lambda v\) to first order. Equations (11) and (3) give \((S-\tilde E_0)\lambda=\lambda^2\sum_iv_i^2(Wv)_i=\lambda^2\sum_i(H_{ii}-\tilde E_0)v_i^3\), and \(N_c=\lambda\sum_iv_i\):
\[
N_c\simeq(S-\tilde E_0)\,\frac{\sum_iv_i}{\sum_i(H_{ii}-\tilde E_0)v_i^3}.\tag{12}
\]
For equal diagonals and row sums, \(v_i=M^{-1/2}\) and \(N_c\simeq M(S-\tilde E_0)/R\), a finite fraction of the space. On a 40-state test matrix the solution of (10) exceeds (12) by factors 1.0029 and 1.0014 at \(S-\tilde E_0=0.02\) and \(0.01\) Ha. The closure ignores the signs of the off-diagonal elements, so it predicts a plateau even for a matrix with a sign gauge, where none forms from a one-site start. It contains no signal \(y\) and cannot describe the escape.

## A model with and without a gauge

Take \(M=2000\), \(H_{ii}=0\), couplings \(\pm0.005\) Ha of random sign present with probability 0.2, and \(\delta=0.01\) Ha\(^{-1}\). Then \(E_0=-0.1996\) Ha and \(\tilde E_0=-2.0068\) Ha. At \(S=-1.2\) Ha the simulated plateau is 907 against 944 from (10), 4% below the closure; at \(S=-0.8\) Ha it is 1749 against 1696, 3% above. While \(N\) is below a tenth of the closure value, the measured loss rate at \(S=-1.2\) Ha is 0.025 Ha, against \(S-\tilde E_0=0.807\) Ha. A twin matrix \(D\tilde HD\) with random \(D\) has the same \(|H_{ij}|\); at \(S=-1.2\) Ha it annihilates no walker and grows at 0.781 Ha, 3% below the predicted \(\delta^{-1}\ln[1+\delta(S-\tilde E_0)]=0.804\) Ha. The two systems differ in signs alone, and one stalls while the other does not. At \(S=\tilde E_0-0.2\) Ha, 1000 walkers on the frustrated matrix are extinct at \(\tau=17.0\) Ha\(^{-1}\).

## Worked example: linear H\(_8\)

The chain has spacing 2.5 bohr, the STO-3G basis and canonical RHF orbitals. Of 4900 determinants, \(M=2468\) are connected to the RHF determinant (label 0), with 185 links and \(R=6.126\) Ha on average. The step is \(\delta=0.02\) Ha\(^{-1}\), \(p(i|j)=W_{ij}/R_j\), and each run starts from 10 walkers on determinant 0.

*Energies.* \(E_{\rm RHF}=-3.876586\), \(E_0=-4.114829\), \(\tilde E_0=-8.181482\) Ha. The gap is \(8.181482-4.114829=4.066653\) Ha (110.66 eV), and \(2A[c^0]/Q[c^0]\) in (8) gives the same six decimals. It is 17 times the correlation energy \(0.238243\) Ha. Without annihilation, at long times, the signal would fall relative to the population by \(e^{-4.07}=0.017\) per unit of \(\tau\) for \(\delta\to0\); at \(\delta=0.02\) Ha\(^{-1}\) and \(S=E_0\) the factor is \((1+0.02\times4.067)^{-50}=0.020\).

*Below \(E_0\).* At \(S=E_0-0.2=-4.314829\) Ha, \(S-\tilde E_0=4.0667-0.2=3.8667\) Ha. The mean projection decays as \(e^{-0.2\tau}\), yet \(N\) settles at 2455, or \(2455/2468=0.99\) walkers per determinant. The measured loss \(\langle v\cdot r\rangle/\delta\langle Q\rangle\) is 3.880 Ha, 0.3% above \(S-\tilde E_0\). The small-step form \(2\langle A\rangle/\langle Q\rangle\) is 3.945 Ha, 2% above; that this comes from finite-step terms, with \(\delta R=0.12\), is a conjecture. In the dilute stage the loss is 0.288 Ha, 7% of the plateau requirement. The summed residual of (5) is 0.82 standard errors from zero, and 518 if \(E_0\) replaces \(\tilde E_0\). The rms signal in this run is 3.87, so the ground-state component holds \(3.87\times10.431\approx40\) walkers, 1.6% of \(N\). The average covers only about eight decay times \(1/|\gamma|\) and scatters by tens of per cent between runs; the component is a few per cent of \(N\) at most. The closure (10) gives 2201, which the simulation exceeds by 12%. The closure is a \(\delta\to0\) statement, and part of the excess is time-step error: at \(\delta=0.005\) Ha\(^{-1}\) it is about 9%. The linear law gives \(3.8667\times48.328/0.13189\approx1420\), 36% below (10): it assumes \(p_i\ll1\), which fails at one walker per determinant.

*Above \(E_0\).* At \(S=E_0+0.1=-4.014829\) Ha, \(d_0=0.238-0.1=0.138\) Ha is still positive and \(S-\tilde E_0=4.1667\) Ha. The population is 2211, 2793, 3091, 3576, 4989 and 8378 at \(\tau=2,5,10,20,30,40\) Ha\(^{-1}\). The mean rate of the first rise is \(\ln(2211/10)/2=2.7\) Ha. The plateau that follows is not flat: between \(\tau=5\) and 20 it rises at \(\ln(3576/2793)/15=0.016\) Ha, one sixth of \(\gamma\). The flattest window, \(\tau=13\)–18, has \(N=3415\) and slope \(-0.0005\) Ha; it was selected as the minimum of a noisy slope and is flatter than the trend. Relative to the closure value 2593, the population is 8% higher at \(\tau=5\) and 32% higher in that window. That the growing signal causes the drift is a conjecture; at \(\tau=15\) the mean signal alone would hold \(8.247\,e^{1.5}\times10.431\approx390\) walkers, with \(|y(0)|=10\times0.8247\).

The population reaches twice 3415 at \(\tau=36.1\) Ha\(^{-1}\), where \(|y|=406\), or 1.24 times \(y^*=3415/10.431=327\). The mean signal would reach 406 at \(\ln(406.4/8.247)/0.1=39\) Ha\(^{-1}\); a single run scatters about the mean by the noise term of (9). That term is not small here: evaluated from its definition in (9), \(\sigma^2\) averages about 8.5 Ha on the plateau below \(E_0\) and 11 to 18 Ha on the plateau above it, rising with \(|y|\), so \(\sigma^2/2\gamma\) is 50 to 90, comparable with \(y(0)^2=68\). The escape time therefore varies widely from run to run, and the closeness of 36 and 39 Ha\(^{-1}\) in one run is not a test of the estimate. Over the last 10 Ha\(^{-1}\), ending at \(N\approx2.6\times10^5\), the growth rate is 0.099 Ha against \(\gamma=0.1\) Ha. The projected energy \(H_{00}+\sum_{j\ne0}H_{0j}\langle c_j\rangle/\langle c_0\rangle\) equals \(E_0\) for \(c\propto c^0\), being row 0 of the eigenvalue equation. It comes out as \(-4.1163\) Ha, 1.5 mHa below \(E_0\), or 0.6% of the correlation energy; it is a ratio of noisy averages and carries no variational bound.

The numerical check printed below also tests (1) and (2) on replica averages, (6) and (9) on enumerated jumps, and the equality condition of (4) against a search over all sign gauges.

## Values computed for the example and the checks

```
replicas: max |z| of c (annih.), c (none), n+ + n- (none): 2.31 1.65 0.63
triangle t = 1 Ha: E0 = -1.0000 Ha, Et = -2.0000 Ha
random graphs: 31 frustrated (gap > 0), 69 gaugeable (gap = 0)
closure / linear law at S-Et = 0.02, 0.01 Ha: 1.0029 1.0014
model: M = 2000, t = 0.005 Ha, fill = 0.2, dt = 0.01 /Ha
model: E0 = -0.1996 Ha, Et = -2.0068 Ha, twin E0 = -2.0068 Ha
model S = -1.2 Ha: plateau N = 907, closure N = 944, dilute loss = 0.025 Ha
model S = -0.8 Ha: plateau N = 1749, closure N = 1696, dilute loss = 0.077 Ha
twin S = -1.2 Ha: annihilated 0, growth 0.781 Ha, predicted 0.804 Ha
model S = Et - 0.2 Ha: 1000 walkers extinct at tau = 17.0 /Ha
H8: R = 2.5 bohr, M = 2468 of 4900 determinants, dt = 0.02 /Ha
H8: mean links = 185, mean row sum of |H_ij| = 6.126 Ha
H8: E_RHF = -3.876586 Ha, E0 = -4.114829 Ha, Et = -8.181482 Ha
H8: E0 - Et = 4.066653 Ha = 110.66 eV; 2A[c0]/Q[c0] = 4.066653 Ha
H8: sum|c0| = 10.431, |c0_ref| = 0.8247
H8: sum v = 48.328, sum (H_ii-Et) v^3 = 0.13189 Ha
low run: S = E0 - 0.2 = -4.314829 Ha, S - Et = 3.8667 Ha
low run: plateau N = 2455, closure N = 2201, ratio 1.116
low run: loss rate measured 3.8797 Ha, 2<A>/<Q> 3.9447 Ha, dilute 0.2880 Ha
low run: Q balance z = 0.82 with Et, 517.8 with E0
low run: rms y = 3.87, rms y * sum|c0| / N = 0.016
high run: S = E0 + 0.1 = -4.014829 Ha, S - Et = 4.1667 Ha, 10 initial walkers
high run: N at tau = 2,5,10,20,30,40 /Ha: [2211, 2793, 3091, 3576, 4989, 8378]
high run: stall at tau = 13-18 /Ha, N = 3415, slope -0.0005 Ha
high run: closure N = 2593, ratio 1.317
high run: N = 2 x stall at tau = 36.1 /Ha, |y| = 406.4, N_c/sum|c0| = 327.4
high run: end tau = 77.1 /Ha, N = 259862, late growth 0.0991 Ha, y z = 0.29
high run: projected energy -4.11631 Ha, error -1.48 mHa
```
